# Why a Topological Semimetal Film Can Become Less Resistive When Thinned

**Q:** I measure films of one semimetal at several thicknesses. Metals normally become more resistive when thinned, but here the resistivity drops. How can removing material make the remainder conduct better?

**A:** The sheet conductance need not rise. Suppose that a uniform field $E$ lies in the film plane, along $x$. Bulk and surface carriers feel the same field. If neither drags the other along, their currents per unit width add:
$$
G(t)=G_s+G_b(t),\qquad \sigma(t)=\frac{G(t)}{t},\qquad \rho(t)=\frac{t}{G(t)} .
$$
Here $t$ is the film thickness, $G_s$ the sheet conductance of both surfaces together, and $G_b$ that of the bulk. Resistivity divides the current by the whole thickness, although the surface part does not come from the whole thickness. If $G_s$ is constant, it adds $G_s/t$ to the conductivity, which grows on thinning. Where this growth outweighs any loss in the bulk, the total current at fixed field still falls on thinning, but more slowly than the thickness.

For any smooth $G(t)$, the quotient rule gives
$$
\frac{d\sigma}{dt}=\frac{tG'-G}{t^2}=\frac{G}{t^2}\left(\frac{d\ln G}{d\ln t}-1\right).
$$
Resistivity falls on thinning where $d\ln G/d\ln t<1$.

**Q:** Then any metal with a conducting surface should do this. Why doesn't copper?

**A:** Because $G_b$ is not proportional to $t$. Electrons that hit a rough boundary lose their drift, so thinning also damages the bulk conduction. The two effects must be compared.

Take a bulk with a spherical Fermi surface, mean free path $l$ and conductivity $\sigma_0$. Let $z$ run across the film and $u=|v_z|/v$. For carriers of charge $-e$ and relaxation time $\tau=l/v$, the linear Boltzmann equation is
$$
v_z\frac{\partial\,\delta f}{\partial z}+\frac{\delta f}{\tau}=eEv_x\frac{\partial f_0}{\partial\varepsilon}.
$$
Write $\delta f=eE\tau v_x(\partial f_0/\partial\varepsilon)\,g$, so that $g=1$ deep in a thick bulk. Multiplying the equation by $\tau$ and dividing out the common factor gives, for carriers moving towards larger $z$,
$$
lu\,\frac{dg}{dz}+g=1,\qquad g(z)=1-Ce^{-z/lu}.
$$
A fraction $p$ is reflected specularly at each face. The rest leaves in random directions and carries no average drift. The two faces are alike, so carriers arriving at $z=0$ have the same $g$ as those arriving at $z=t$. Hence $g(0)=p\,g(t)$, or
$$
1-C=p\left(1-Ce^{-t/lu}\right)\quad\Rightarrow\quad C=\frac{1-p}{1-pe^{-t/lu}} .
$$
Averaging $g$ over the thickness gives
$$
\langle g\rangle=1-\frac{lu}{t}(1-p)F\!\left(\frac{t}{lu}\right),\qquad F(x)=\frac{1-e^{-x}}{1-pe^{-x}} .
$$
The current contains $v_x^2$, whose average over azimuth is proportional to $1-u^2$. Since $\tfrac32\int_0^1(1-u^2)\,du=1$, the normalized result is
$$
G_b=\sigma_0t\,\frac32\int_0^1(1-u^2)\langle g\rangle\,du
=\sigma_0\left[t-\frac32l(1-p)\int_0^1(u-u^3)F\!\left(\frac{t}{lu}\right)du\right].
$$
A direct step-by-step solution of the transport equation was compared with this formula at $t/l=0.42$ and $2$, each with $p=0$ and $0.5$. The largest relative difference was $3.4\times10^{-9}$.

**Q:** Where does the competition show up?

**A:** In the combination $D(t)=tG_b'-G_b$. Because $G_s$ is constant,
$$
\frac{d\sigma}{dt}=\frac{D(t)-G_s}{t^2}.
$$
To find $D$, set $x=t/lu$. Differentiating $F$ with respect to $t$ brings a factor $1/lu$:
$$
G_b'=\sigma_0\left[1-\frac32(1-p)\int_0^1(1-u^2)F'(x)\,du\right].
$$
In $tG_b'$, use $t=lux$. The terms $\sigma_0t$ cancel, leaving
$$
D=\frac32\sigma_0l(1-p)\int_0^1(u-u^3)\,[F(x)-xF'(x)]\,du .
$$
As $t\to0$, the bracket vanishes at every $u>0$, so $D\to0$. As $t\to\infty$, the bracket tends to 1; with $\int_0^1(u-u^3)\,du=\tfrac14$,
$$
D_\infty=\frac38(1-p)\sigma_0l .
$$

Between these limits $D$ rises steadily. The product rule gives $D'=G_b'+tG_b''-G_b'=tG_b''$, and
$$
F'=\frac{(1-p)e^{-x}}{(1-pe^{-x})^2},\qquad
F''=-\frac{(1-p)e^{-x}(1+pe^{-x})}{(1-pe^{-x})^3}<0
$$
for $0\le p<1$. Consequently
$$
G_b''=-\frac{3\sigma_0(1-p)}{2l}\int_0^1\frac{1-u^2}{u}F''(x)\,du>0 .
$$
So $D$ approaches $D_\infty$ from below without reaching it. Within this model, resistivity falls on thinning at every thickness if and only if
$$
G_s\ge\frac38(1-p)\sigma_0l .
$$
If $G_s$ is positive but smaller, $D$ crosses it once, at a thickness $t^*$. Coming down from a thick film, resistivity then rises, peaks at $t^*$, and falls.

The condition compares two lengths. The surfaces add as much conductance as a bulk layer of thickness $G_s/\sigma_0$. In a thick film, boundary scattering removes as much as a layer of thickness $\tfrac38(1-p)l$. The first must be at least as large as the second. For perfectly specular faces, $p=1$, nothing is removed and any positive $G_s$ suffices.

**Q:** What exactly must be poor about the bulk?

**A:** The product $\sigma_0l$. Let the bulk have $N$ spherical pockets of radius $k_F$, each without spin degeneracy. At low temperature,
$$
\sigma_0=Ne^2\tau\int\frac{d^3k}{(2\pi)^3}\,v_x^2\,\delta(\varepsilon-E_F)
=Ne^2\tau\,\frac{4\pi k_F^2}{8\pi^3}\,\frac{v^2}{3}\,\frac{1}{\hbar v}
=\frac{Ne^2k_F^2l}{6\pi^2\hbar}.
$$
The factor $1/\hbar v$ comes from the energy delta function, $v^2/3$ is the angular average of $v_x^2$, and $\tau v=l$. Thus $\sigma_0=Al$ with $A=Ne^2k_F^2/6\pi^2\hbar$, and the threshold grows as $l^2$. At fixed pockets, surface and $p<1$, the critical mean free path is
$$
l_c=\sqrt{\frac{8G_s}{3(1-p)A}} .
$$
A short mean free path helps twice: the bulk conducts less, and its boundary layer is thinner. A small Fermi surface helps through $A$.

**Q:** And the surface? Why should its conductance not depend on thickness?

**A:** A topological semimetal has surface states on open Fermi lines, called arcs. Their conductance follows from the same Boltzmann expression in two dimensions. Let $L$ be the total line length on one surface, $l_s=v\tau_s$ the surface mean free path, and $\phi$ the angle between velocity and current. With $d^2k=dk_\parallel\,d\varepsilon/\hbar v$,
$$
\frac{G_s}{2}=e^2\tau_s\int\frac{dk_\parallel}{4\pi^2\hbar v}\,v^2\cos^2\phi
=\frac{e^2}{h}\,\frac{Ll_s}{2\pi}\,\langle\cos^2\phi\rangle .
$$
The last step uses $4\pi^2\hbar=2\pi h$. No thickness appears, provided that $L$ and $l_s$ do not change.

A lattice model shows when $L$ is safe. Let $q_1,q_2$ be the in-plane momenta and $q_n$ the momentum normal to the film, all multiplied by the layer spacing $a$. In energy units of $\hbar v/a$,
$$
H=\sin q_1\,\sigma_x+\sin q_n\,\sigma_y+(M-\cos q_n)\sigma_z,
$$
$$
M=2+\cos q_0-\cos q_1-\cos q_2 .
$$
The bulk bands touch at $q_1=q_n=0$, $q_2=\pm q_0$. In a film, $e^{\pm iq_n}$ become hops between neighbouring layers. At $q_1=0$ and zero energy, multiplying the layer equation by $\sigma_z$ and using $\sigma_z(i\sigma_y)=\sigma_x$ gives
$$
M\psi_n-\frac{1+\sigma_x}{2}\psi_{n+1}-\frac{1-\sigma_x}{2}\psi_{n-1}=0 .
$$
For $\sigma_x=+1$ this is $\psi_{n+1}=M\psi_n$, a state decaying inward from the first surface if $|M|<1$. For $\sigma_x=-1$ it is $\psi_{n-1}=M\psi_n$, its partner on the other surface. With $q_0=\pi/2$ we have $M=1-\cos q_2$, so these states fill the arc $|q_2|<q_0$. Restoring the term $\sin q_1\,\sigma_x$ gives them energies $\pm\sin q_1$, hence opposite velocities on the two surfaces. All arc states of one surface then move the same way, so scattering within that surface cannot relax their current: carriers must leave it, into the bulk or to the other surface. A fixed relaxation time ignores any thickness dependence of that transfer. In a nonmagnetic semimetal such as niobium phosphide, each surface has states moving both ways.

In a slab of $n_L$ layers, the decaying solution reaches the far side with relative amplitude of order $M^{n_L}$. This is tiny in the middle of the arc but not near its ends, where $M\to1$. There the two surfaces mix, which opens a gap at $q_1=0$. States near the gap are slower, and if the Fermi level lies at the nodes, fewer states remain close enough to it to carry current. Thickness independence is therefore a thick-film statement, with corrections from the arc ends.

**Q:** How large are those corrections?

**A:** I diagonalized slabs with $a=0.3$ nm and $v=3\times10^5$ m/s at 300 K, with the Fermi level at the nodes and a fixed relaxation time. Relative to two complete arcs, the conductance is 0.77 for 7 layers (2.1 nm; refining the momentum mesh moves it from 0.777 to 0.775), 0.92 for 16 layers (4.8 nm) and 0.99 for 32 layers (9.6 nm). These values include a little thermally excited bulk conduction. Doubling the thickness from 16 to 32 layers raises the conductance by only 7%.

As a control, replacing $\cos q_0$ by 1.5 makes $M\ge1.5$, so no decaying solution exists. The 16-layer ratio then drops to $1.4\times10^{-7}$. This change also opens a gap in the bulk, so the control alone does not separate arcs from bulk. Thermally excited bulk conduction, however, would grow at least in proportion to the thickness, unlike the values above. In these thin slabs it grows faster still, because confinement raises the bulk levels. In this model the nearly constant conductance therefore comes mainly from the arcs.

**Q:** Put in numbers that resemble a film I could grow.

**A:** I take round values in the rough regime of niobium phosphide at room temperature: $N=24$, $k_F=1$ nm$^{-1}$, $l=5$ nm and fully diffuse faces, $p=0$. Each surface has $L=40$ nm$^{-1}$, $l_s=10$ nm and $\langle\cos^2\phi\rangle=1/2$.

With $e^2/h=0.03874$ mS, and therefore $e^2/\hbar=0.2434$ mS,
$$
G_s=2(0.03874)\frac{40\times10}{2\pi}\,\frac12=2.47\ \text{mS},
$$
$$
\sigma_0=\frac{24\times1^2\times5\times0.2434}{6\pi^2}=0.493\ \text{mS/nm}=4.93\times10^5\ \text{S/m}.
$$
The bulk resistivity is 203 µΩ cm. The threshold is $\tfrac38(0.493)(5)=0.925$ mS, so $G_s$ exceeds it by a factor of 2.7. In lengths, the surfaces add the equivalent of 5.0 nm of bulk, while boundary scattering removes 1.9 nm.

| $t$ (nm) | $G_b$ (mS) | $\rho$ (µΩ cm) | $\rho$ if $G_s=0$ |
|---:|---:|---:|---:|
| 80 | 38.5 | 195 | 208 |
| 20 | 8.94 | 175 | 224 |
| 9.6 | 3.85 | 152 | 250 |
| 4.8 | 1.60 | 118 | 300 |
| 2.1 | 0.50 | 71 | 421 |

At 2.1 nm, for example, $\sigma=(2.466+0.498)\ \text{mS}/2.1\ \text{nm}=1.41\times10^6$ S/m. The last column shows the ordinary size effect of the same bulk; the surface term reverses the trend.

**Q:** Would a cleaner film show the drop more clearly?

**A:** A cleaner bulk can hide it. Here $A=0.493/5=0.0987$ mS/nm$^2$, so $l_c=\sqrt{8(2.466)/(3\times0.0987)}=8.2$ nm. Curves computed with $l$ 5% below and 5% above $l_c$, for thicknesses from $0.02l$ to $30l$, tested the criterion. The first fell on thinning throughout; the second did not.

With $l=20$ nm and everything else fixed, the threshold is 14.8 mS, well above $G_s$. Resistivity is 55 µΩ cm at 80 nm, 79 at 9.6 nm, peaks at 83 near $t^*=5.8$ nm, and returns to 62 at 2.1 nm. Samples between 10 and 80 nm would show only a rise on thinning, as in an ordinary metal, although the surface is unchanged. If the surface were cleaned as well, $G_s$ would rise in proportion to $l_s$; that is a different comparison.

**Q:** Now give copper the same surface.

**A:** Take a copper-like sphere with $k_F=13.6$ nm$^{-1}$, two spin states and $l=40$ nm. Its bulk resistivity is 1.64 µΩ cm and its threshold is 912 mS, about 370 times $G_s$.

The peak must then lie at $t\ll l$, where $D$ has a simple form. For $p=0$, $F-xF'=1-(1+x)e^{-x}$, which is close to $x^2/2$ for small $x$. Since $x=t/lu$, the range $t/l\ll u\ll1$ contributes
$$
D\simeq\frac32\sigma_0l\int_{t/l}^{1}u\,\frac{t^2}{2l^2u^2}\,du=\frac{3\sigma_0t^2}{4l}\ln\frac{l}{t}
$$
to leading logarithm. Setting this equal to $G_s$ gives $t^*\approx0.74$ nm; the full integral gives 0.80 nm. That is a few atomic layers, where neither a separate surface nor this bulk theory is reliable. Over the measurable range the model shows the usual rise, from 2.0 µΩ cm at 80 nm to 10.7 at 2.1 nm.

A falling resistivity is also not the same as a low one. At 2.1 nm the semimetal, at 71 µΩ cm, is still more resistive than this copper-like film. The comparison omits grain boundaries and barrier layers, which matter in real copper lines.

**Q:** Can I extract $G_s$ by plotting sheet conductance against thickness?

**A:** Yes, but the intercept is not $G_s$. For $t\gg l$, $F\to1$ and
$$
G(t)\simeq\sigma_0t+G_s-\frac38(1-p)\sigma_0l .
$$
A line through the computed values at 40, 60 and 80 nm has slope 0.493 mS/nm and intercept 1.54 mS. This equals $2.466-0.925$ mS and is only 62% of $G_s$. The missing part must be added back using an estimate of $(1-p)l$. In the cleaner film the intercept would be negative despite the conducting surface: $2.5-14.8=-12.3$ mS for samples much thicker than $l=20$ nm. A line through 40, 60 and 80 nm would give about $-11.4$ mS, because those films are not yet thick enough for the limiting formula.

**Q:** At 2 nm I distrust a semiclassical bulk. Does the drop survive?

**A:** Your distrust is justified. At 2.1 nm, $k_Ft/\pi=0.67$: less than one half-wavelength fits across the film, so the bulk formula gives only an estimate. It supplies 17% of the conductance there.

The slab's arc factor of 0.77 raises the 2.1 nm resistivity from 71 to 87 µΩ cm. Removing all bulk conduction as well gives 110 µΩ cm, still well below the 195 of the 80 nm film. The factor comes from a two-node lattice model, not from the band structure of niobium phosphide. It was also computed with the Fermi level at the nodes, whereas $k_F=1$ nm$^{-1}$ puts the level about 0.2 eV away. With the level at 0.2 eV, the same 7-layer slab gives about 0.98, so in this model the loss then nearly disappears. The factor 0.77 is therefore a pessimistic illustration and not a prediction for this film.

Two other corrections should be considered. For pockets with linear bands and $v=3\times10^5$ m/s, at fixed net charge and fixed $l$, thermal smearing at 300 K lowers the bulk conductivity by about 5%. If scattering mixes all pockets and surfaces, quantum interference has the scale $e^2/\pi h$, which is 0.4% of the sheet conductance at 2.1 nm, multiplied by a logarithm of the ratio of the phase-coherence length to the mean free path. Groups of carriers that do not mix contribute separately, so with many such groups the correction need not be small.

The more serious assumption is a constant $l_s$. If $G_s$ varies with thickness, the condition for a local fall becomes
$$
D(t)+t\frac{dG_s}{dt}<G_s .
$$
With the semiclassical bulk retained, $G_s$ at 2.1 nm could shrink to 23% of its assumed value before the resistivity there matched that at 80 nm.

**Q:** How close is this to real niobium phosphide?

**A:** Thin niobium phosphide films do show resistivity falling with thickness at room temperature, from roughly a couple of hundred µΩ cm in thick films to some tens in the thinnest. The model has the same direction and rough size, but its inputs were chosen for that regime, so the agreement does not establish the mechanism. Its carrier density, $Nk_F^3/6\pi^2\approx4\times10^{20}$ cm$^{-3}$, is far above that of clean crystals at low temperature. The real pockets are also unequal and anisotropic, and neighbouring ones would merge at this $k_F$. The surface inputs are assumed as well. $L=40$ nm$^{-1}$ is about twice the width of the (001) surface Brillouin zone (19 nm$^{-1}$) and four times the arc of the lattice model above; it is not taken from a band structure. The value $l_s=10$ nm is twice the bulk $l$, on faces that scatter bulk carriers fully diffusely. At this $l_s$ the criterion needs $L\ge15$ nm$^{-1}$; with $L=5$ nm$^{-1}$ the resistivity would rise from 206 µΩ cm at 80 nm to 260 at 2.1 nm.

The films reported with this behaviour are largely noncrystalline and grown on a thin niobium seed layer, whose parallel conduction has to be subtracted, so sharp pockets and arcs are an idealization there. Real films also break the assumption of two equal surfaces, since one face touches a seed layer or substrate and the other a cap or an oxide. If one face lost its surface conduction entirely, $G_s$ would be 1.23 mS. This still exceeds the 0.925 mS threshold, but the 2.1 nm resistivity would rise from 71 to $0.21/(1.73\times10^{-3})\approx121$ µΩ cm, before any arc loss.

**Q:** If I see the drop, have I detected topological surface states?

**A:** No. The argument uses $G_s$ without asking where it comes from. An ordinary conducting skin with the same constant sheet conductance gives the same $\rho(t)$. So could a bulk whose carrier density increases in thinner films, because $d\ln G/d\ln t<1$ may then hold with no surface channel at all. A mean free path that increases on thinning could do the same if the faces are smooth enough. With fully diffuse faces it is an unlikely cause of a large drop, because the conductance of a very thin film then grows only logarithmically with $l$: in the bulk formula above, matching the 2.1 nm value without a surface channel would take $l$ of about 12 µm. Thickness data can show that the sheet conductance falls more slowly than the thickness. Identifying the carriers requires evidence that distinguishes surface from bulk and arcs from other surface states. The remaining computed values are in the numerical output.

## Numbers as computed

```
pockets 24, kF 1.0 1/nm, bulk l 5 nm, p 0
Fermi line per surface 40 1/nm, surface l 10 nm, mean cos^2 0.5
velocity 3.0e+05 m/s, layer spacing 0.3 nm, T 300 K
conductance quantum e^2/h: 0.03874 mS
bulk conductivity s0: 4.933e+05 S/m
bulk resistivity: 202.7 micro-ohm cm
surface sheet conductance Gs, both surfaces: 2.466 mS
threshold (3/8)(1-p) s0 l: 0.925 mS
Gs / threshold: 2.67
critical bulk mean free path: 8.16 nm
thickness Gs/s0: 5.00 nm
film: t (nm), Gb (mS), Gs/t (S/m), total sigma (S/m), rho (micro-ohm cm), rho without surface
    2.1    0.498 1.174e+06 1.412e+06    70.8   421.4
    4.8    1.598 5.138e+05 8.466e+05   118.1   300.5
    9.6    3.847 2.569e+05 6.576e+05   152.1   249.5
   20.0    8.943 1.233e+05 5.704e+05   175.3   223.6
   80.0   38.536 3.083e+04 5.125e+05   195.1   207.6
thick-film fit intercept: 1.541 mS
thick-film fit slope: 0.4933 mS/nm
cleaner bulk: l 20 nm, bulk rho 50.68 micro-ohm cm, threshold 14.80 mS
  peak at t* 5.83 nm, rho there 82.58 micro-ohm cm
  rho at 2.1, 9.6, 80 nm: 62.48, 78.89, 54.96 micro-ohm cm
copper-like bulk: l 40 nm, bulk rho 1.64 micro-ohm cm, threshold 912.33 mS
  peak at t* 0.80 nm, rho there 14.19 micro-ohm cm
  rho at 2.1, 9.6, 80 nm: 10.72, 4.53, 2.01 micro-ohm cm
copper-like kF: 13.6 1/nm
largest relative error, film formula vs transport equation: 3.4e-09
Weyl slab: layers, t (nm), conductance / full-arc value, rho with that factor (micro-ohm cm)
    7   2.1 0.777    87.0
   16   4.8 0.923   123.9
   32   9.6 0.987   152.8
trivial slab, 16 layers, same ratio: 1.4e-07
kT in slab units: 0.0393
bulk confinement kF t/pi at 2.1 nm: 0.67
bulk share of conductance at 2.1 nm: 0.168
rho at 2.1 nm, reduced arcs and no bulk: 109.6 micro-ohm cm
fraction of Gs at 2.1 nm that gives the 80 nm resistivity: 0.234
bulk Fermi energy 0.1975 eV, kT 0.0259 eV
bulk conductivity at 300 K / at 0 K, fixed charge and l: 0.947
interference scale e^2/(pi h) / G at 2.1 nm: 0.0042
```
